# Unrelaxed vacancy formation energy from the second-moment band energy

## Problem

A monatomic crystal has twelve equivalent nearest neighbours around each atom, as in the face-centred cubic structure. Its cohesion is described by the band energy of a partly filled d shell in the second-moment tight-binding approximation, and by nothing else. One atom is taken out and returned to a reservoir of perfect crystal. The remaining atoms stay at their lattice sites. What is the ratio of the vacancy formation energy $E_f$ to the cohesive energy $E_{\rm coh}$?

The model is specified as follows.

- Electrons hop between nearest neighbours only, and the vacancy does not change the hopping energies between the atoms that remain.
- Every atom stays neutral, with $n$ d electrons, $0<n<10$. Its site level $\varepsilon_i$ shifts as needed to keep this number fixed.
- The energy of an atom is its bond energy, which is the energy of its electrons measured from its own site level. A free atom therefore has zero energy. "Band energy" below always means this bond energy. The plain sum of one-electron energies would also contain $n$ times each level shift and would give a different ratio. Magnetic and promotion energies of the free atom are left out.
- The local density of states has the same shape on every atom. Only its width and its centre may differ from site to site.

The cohesive energy is counted as positive, so an atom in the perfect crystal has energy $-E_{\rm coh}$. This is also the energy per atom of the reservoir.

## First estimate by scaling

In the second-moment approximation, the energy of an atom is proportional to the width of its local band. The square of that width is a sum of equal contributions from the neighbours. For $Z$ neighbours this suggests

$$
e(Z)\propto-\sqrt Z .
$$

Removing one neighbour changes $Z$ by the fraction $-1/Z$. Because of the square root, the magnitude of the energy changes by about half that fraction:

$$
\frac{\delta |e|}{|e|}\approx\frac12\,\frac{\delta Z}{Z}=-\frac{1}{2Z}.
$$

A vacancy does this to $Z$ atoms. Each loses about $E_{\rm coh}/(2Z)$ of binding, so the total loss is

$$
E_f\approx Z\,\frac{E_{\rm coh}}{2Z}=\frac12E_{\rm coh}.
$$

The removed atom adds nothing to this balance, because it has the same energy in the reservoir as it had in the crystal. The coordination number cancels, and the estimate is the exponent of the energy law. The solution below justifies the square root and replaces the small-change approximation by the full difference.

## Exact solution within the model

### The second moment counts neighbours

Let $|i\alpha\rangle$ be d orbital $\alpha$ on atom $i$, with the orbitals orthonormal. The second moment of the local density of states, taken about the site level and averaged over the five orbitals, is

$$
\mu_{2,i}=\frac15\sum_{\alpha}\langle i\alpha|(H-\varepsilon_i)^2|i\alpha\rangle .
$$

Insert a complete set of orbitals between the two factors:

$$
\mu_{2,i}=\frac15\sum_{\alpha}\sum_{j\beta}
\left|\langle i\alpha|H-\varepsilon_i|j\beta\rangle\right|^2 .
$$

The terms with $j=i$ vanish, because on its own site $H$ is $\varepsilon_i$ times the unit matrix. The terms with $j\ne i$ contain only hopping energies, because orbitals on different atoms are orthogonal. The levels of the neighbours do not enter, so the shifts that maintain neutrality leave this second moment unchanged.

For one neighbour, the hopping energies form a $5\times5$ matrix $B$. With the orbitals quantized along the bond, this matrix is diagonal:

$$
D=\mathrm{diag}(V_\sigma,V_\pi,V_\pi,V_\delta,V_\delta).
$$

For another bond direction, $B=RDR^{\rm T}$ with $R$ orthogonal. The sum of its squared elements is

$$
\mathrm{Tr}(BB^{\rm T})
=\mathrm{Tr}(RDR^{\rm T}RDR^{\rm T})
=\mathrm{Tr}(D^2)
=V_\sigma^2+2V_\pi^2+2V_\delta^2 .
$$

The second equality uses $R^{\rm T}R=1$ and the cyclic property of the trace. Each neighbour thus contributes the same amount, whatever its direction:

$$
\mu_2=Zh^2,\qquad
h^2=\frac{V_\sigma^2+2V_\pi^2+2V_\delta^2}{5}.
$$

The average over the five orbitals is essential here. Individual orbitals may have different moments even in the perfect crystal, because cubic symmetry divides the d orbitals into a group of two and a group of three. Beside a vacancy, the eleven remaining neighbours lack cubic symmetry, and the moments may differ further. The average still depends only on the number of neighbours.

### The bond energy follows the square root

Let $w=\sqrt{\mu_2}$ be the root-mean-square width. The assumption of a common shape means

$$
n_i(E)=\frac{10}{w_i}\,g\!\left(\frac{E-\varepsilon_i}{w_i}\right),
$$

where $g$ has unit area, zero mean and unit variance. The factor 10 counts five orbitals with two spins. With $x=(E-\varepsilon_i)/w_i$ and $dE=w_i\,dx$, the electron number is

$$
n=\int_{-\infty}^{E_F}n_i(E)\,dE
=10\int_{-\infty}^{x_F}g(x)\,dx .
$$

Since $n$ and $g$ are the same on every atom, so is the scaled Fermi level $x_F$. The actual Fermi level is also common to the whole crystal, which requires $\varepsilon_i=E_F-w_ix_F$. This is the site-level shift allowed by the neutrality condition.

The same substitution in the bond energy gives

$$
e_i=\int_{-\infty}^{E_F}(E-\varepsilon_i)n_i(E)\,dE
=10w_i\int_{-\infty}^{x_F}x\,g(x)\,dx .
$$

One factor $w_i$ comes from $E-\varepsilon_i=w_ix$. The factor from $dE$ cancels the $1/w_i$ in the density.

The integral is negative for a partly filled band. If $x_F\le0$, its integrand is nowhere positive. If $x_F>0$, the zero mean of $g$ allows it to be rewritten as $-\int_{x_F}^{\infty}xg\,dx$, which is negative. With $w_i=h\sqrt{Z_i}$,

$$
e(Z)=-A\sqrt Z,\qquad
A=-10h\int_{-\infty}^{x_F}x\,g(x)\,dx>0 .
$$

Hopping strength, filling and band shape enter only through $A$, which is the same for all atoms.

### Counting the atoms around the vacancy

In the perfect crystal $Z=12$, so

$$
E_{\rm coh}=-e(12)=A\sqrt{12}.
$$

Let the crystal contain $M$ atoms before the removal. Afterwards there are $M-1$ atoms, of which twelve have eleven neighbours and $M-13$ still have twelve. Their energy is

$$
E_{\rm vac}=(M-13)e(12)+12e(11).
$$

The formation energy compares this with the same number of atoms in perfect crystal:

$$
\begin{aligned}
E_f&=E_{\rm vac}-(M-1)e(12)\\
&=12e(11)+[(M-13)-(M-1)]e(12)\\
&=12[e(11)-e(12)]\\
&=12A(\sqrt{12}-\sqrt{11}).
\end{aligned}
$$

Division by $E_{\rm coh}$ removes $A$:

$$
\frac{E_f}{E_{\rm coh}}
=\frac{12(\sqrt{12}-\sqrt{11})}{\sqrt{12}}
=12\left(1-\sqrt{\frac{11}{12}}\right)
=12-\sqrt{132}
\approx0.511 .
$$

The last exact form uses $12\sqrt{11/12}=\sqrt{144\cdot11/12}=\sqrt{132}$.

### A numerical case

Take an fcc model metal with $n=8$, $V_\sigma=-0.60$ eV, $V_\pi=0.40$ eV and $V_\delta=-0.10$ eV. These are chosen model parameters. The mean squared hopping per neighbour is

$$
h^2=\frac{0.36+2(0.16)+2(0.01)}5\ {\rm eV}^2=0.140\ {\rm eV}^2 .
$$

The second moment is $12(0.140)=1.68$ eV² in the bulk and $11(0.140)=1.54$ eV² beside the vacancy. The corresponding root-mean-square widths are 1.296 eV and 1.241 eV.

For the band shape, take a rectangle of full width $W$, centred on the site level and of height $10/W$. Measured from that level, its Fermi energy follows from $n=(10/W)(E_F+W/2)$, or $E_F=W(n/10-1/2)$. Hence

$$
\begin{aligned}
e&=\frac{10}{W}\int_{-W/2}^{E_F}E\,dE
=\frac5W\left(E_F^2-\frac{W^2}{4}\right)\\
&=5W\left[\left(\frac n{10}\right)^2-\frac n{10}\right]
=-\frac{W}{20}\,n(10-n).
\end{aligned}
$$

A rectangle has variance $W^2/12$, so $W=\sqrt{12}\,w=4.490$ eV in the bulk. The cohesive energy is

$$
E_{\rm coh}=\frac{4.490\times8\times2}{20}\ {\rm eV}=3.592\ {\rm eV}.
$$

An atom beside the vacancy has bond energy $-3.439$ eV and has therefore lost 0.1529 eV. Twelve such losses give

$$
E_f=12(0.1529\ {\rm eV})=1.835\ {\rm eV},\qquad
\frac{E_f}{E_{\rm coh}}=\frac{1.835}{3.592}=0.511 .
$$

Taking the atom to vacuum instead would cost $3.592+1.835=5.427$ eV. The first part is the binding of the atom itself, and the second is the loss suffered by its neighbours. Returning the atom to the reservoir recovers the first part.

The numerical output gives the same ratio for rectangular, semicircular and skewed triangular bands, each with three and with eight electrons. These calculations obtain the moments from a 108-site Hamiltonian and the bond energies by numerical integration.

## Comparison of the estimate and the solution

### Why one half is slightly too low

For general $Z$, the same counting gives $f(Z)=Z[1-\sqrt{1-1/Z}]$. Multiply and divide by $1+\sqrt{1-1/Z}$. The numerator becomes $Z[1-(1-1/Z)]=1$, and

$$
f(Z)=\frac{1}{1+\sqrt{1-1/Z}} .
$$

For finite $Z\geq1$ the square root is less than one, so $f(Z)>1/2$. As $Z$ grows, the ratio falls towards $1/2$. The scaling estimate is thus the limit of many neighbours, in which losing one is a small change.

The size of the correction follows from the expansion of the square root:

$$
f(Z)=\frac12+\frac1{8Z}+\frac1{16Z^2}+\frac5{128Z^3}+\cdots .
$$

For $Z=12$ the first three terms are 0.5000, 0.0104 and 0.0004. The first correction therefore supplies most of the difference. The estimate is about 2% below the model's full result, relative to that result. In the numerical case it gives 1.796 eV instead of 1.835 eV, a difference of 0.039 eV.

For diffusion, this difference enters an exponential. At low concentration the equilibrium vacancy fraction contains the factor $\exp(-E_f/k_BT)$, where $k_B$ is the Boltzmann constant and $T$ the temperature. With other factors fixed, the estimate would make the fraction too large by a factor of $\exp(0.039\ {\rm eV}/k_BT)$, relative to the full result of this model.

### What the square root changes

If the bond energy were linear in the number of neighbours, $e(Z)=-CZ$ with $C>0$, then

$$
\frac{E_f}{E_{\rm coh}}=\frac{12[12C-11C]}{12C}=1 .
$$

With the square-root law, an atom that loses a neighbour keeps more of its binding than this linear law would allow. Its energy per remaining neighbour has magnitude $A/\sqrt Z$, which increases as $Z$ decreases. The remaining bonds are strengthened, and this lowers the cost of the vacancy relative to the cohesive energy.

### Sensitivity to the common-shape assumption

The formation energy is a small difference per atom, multiplied by twelve. Suppose that a change of band shape beside the vacancy replaces $A$ by $(1+\eta)A$ on the twelve affected atoms. Then

$$
\frac{E_f}{E_{\rm coh}}
=12\left[1-(1+\eta)\sqrt{\frac{11}{12}}\right]
=(12-\sqrt{132})-\sqrt{132}\,\eta .
$$

Since $\sqrt{132}\approx11.5$, an increase of $A$ by 1% lowers the ratio by about 0.11. Independence of band shape therefore means independence of which common shape is chosen. It does not protect the result against a shape that changes from site to site, which a treatment with higher moments can describe. The effect is not small. Full diagonalisation of the d Hamiltonian of the numerical case, with the site levels adjusted to keep every atom neutral, gives a ratio of about 0.54 for $n=3$ and about 0.45 for $n=8$, with a spread of 0.01 to 0.02 between 32-site and 108-site cells and different k meshes. The error of the common-shape assumption is thus several times larger than the correction from 0.500 to 0.511.

### Adding pair repulsion

The band energy alone does not fix the lattice spacing. If the hopping energies grow as atoms approach, the crystal can keep lowering its energy by contracting. Add a repulsive energy $\phi$ for each nearest-neighbour pair, still without relaxation around the vacancy.

A bulk atom has twelve neighbours, and each pair is shared by two atoms. The repulsion per atom is therefore $E_r=6\phi$. If $E_b$ is now the magnitude of the band energy per bulk atom, the cohesive energy is $E_b-E_r$.

The crystal with a vacancy has $6M-12$ pairs, while $M-1$ atoms of perfect crystal have $6(M-1)$. The difference is

$$
(6M-12)-6(M-1)=-6,
$$

so repulsion changes the formation energy by $-6\phi=-E_r$. With $f=12-\sqrt{132}$ and $r=E_r/E_b<1$,

$$
\frac{E_f}{E_{\rm coh}}=\frac{fE_b-E_r}{E_b-E_r}
=\frac{f-r}{1-r}.
$$

At a fixed spacing, repulsion lowers both energies by the same amount. Because the formation energy is the smaller of the two, their ratio falls.

The equilibrium spacing determines $r$. Let $s$ be the fractional change of spacing from a reference value, with hopping proportional to $e^{-qs}$ and repulsion to $e^{-ps}$, where $p>q>0$. The band energy is proportional to hopping, so the bulk energy per atom is

$$
U(s)=-E_{b,0}e^{-qs}+E_{r,0}e^{-ps}.
$$

At its stationary point,

$$
U'(s)=qE_b-pE_r=0
\quad\Longrightarrow\quad r=\frac qp .
$$

There the second derivative is $-q^2E_b+p^2E_r=q(p-q)E_b>0$, which confirms a minimum with respect to uniform scaling. Stability against shear is a stricter condition. A shear leaves the mean bond length unchanged to first order, and the curvature of the energy is then proportional to $q(p-2q)E_b$. The fcc lattice of this model therefore also needs $p>2q$, that is $r<1/2$.

For $q=3$, $p=9$ and a pair repulsion of 0.10 eV at $s=0$, the model metal has its minimum at $s=-0.115$. The band and repulsive energies there are $E_b=5.074$ eV and $E_r=1.691$ eV. Hence

$$
E_{\rm coh}=5.074-1.691=3.383\ {\rm eV},
$$

$$
E_f=0.5109(5.074)-1.691=0.901\ {\rm eV},
$$

and the ratio is 0.266. The repulsion has roughly halved it. The formula turns negative for $r>f$. Since $f>1/2$, this requires $p<2q$, where the fcc lattice is already unstable to shear. Wherever it is stable to shear, the unrelaxed formation energy is positive.

The value 0.511 is therefore the bond-energy contribution under the stated assumptions, and should not be used as a general rule for metals. Where repulsion gives the crystal a stable equilibrium, letting the atoms around the vacancy relax to lower energy would reduce $E_f$ further, because the energy of the perfect reference crystal stays the same.

## Computed results

```
Sites in periodic crystal: 108
Atoms losing one neighbour: 12
V_sigma: -0.60 eV
V_pi: 0.40 eV
V_delta: -0.10 eV
d electrons per atom: 8
Mean squared hopping per neighbour: 0.1400 eV^2
Second moment, bulk: 1.6800 eV^2
Second moment, beside vacancy: 1.5400 eV^2
RMS band width, bulk: 1.29615 eV
RMS band width, beside vacancy: 1.24097 eV
Full rectangular band width, bulk: 4.48999 eV
Bond-energy coefficient A: 1.03692 eV
Bond energy, bulk atom: -3.59199 eV
Bond energy, atom beside vacancy: -3.43907 eV
Energy loss per affected atom: 0.15292 eV
Cohesive energy: 3.59199 eV
Vacancy formation energy: 1.83506 eV
Energy to remove atom to vacuum: 5.42705 eV
Computed formation/cohesive ratio: 0.510875 (no unit)
Formula ratio: 0.510875 (no unit)
Ratio, rectangle, 3 electrons: 0.510875 (no unit)
Ratio, rectangle, 8 electrons: 0.510875 (no unit)
Ratio, semicircle, 3 electrons: 0.510875 (no unit)
Ratio, semicircle, 8 electrons: 0.510875 (no unit)
Ratio, skewed triangle, 3 electrons: 0.510875 (no unit)
Ratio, skewed triangle, 8 electrons: 0.510875 (no unit)
Series term of order 1/Z^0: 0.5000000 (no unit)
Series term of order 1/Z^1: 0.0104167 (no unit)
Series term of order 1/Z^2: 0.0004340 (no unit)
Series term of order 1/Z^3: 0.0000226 (no unit)
Sum of four series terms: 0.5108733 (no unit)
Ratio for linear bond energy: 1.000000 (no unit)
Hopping decay q: 3.0 (no unit)
Repulsion decay p: 9.0 (no unit)
Pair repulsion at s=0: 0.10 eV
Equilibrium spacing change s: -0.11515 (no unit)
Band energy magnitude at equilibrium: 5.07419 eV
Repulsion per bulk atom at equilibrium: 1.69140 eV
Repulsion/band ratio r: 0.333333 (no unit)
Cohesive energy with repulsion: 3.38279 eV
Formation energy with repulsion: 0.90088 eV
Formation/cohesive with repulsion: 0.266312 (no unit)
```
